Comparing d-Orbital Splitting for Four Cubic Arrangements of Point Charges

**Problem**

One d electron moves around a nucleus at the origin, and all five d orbitals share one radial function u(r), with ∫u² dr = 1. N point charges −Ze sit at positions R n_j, where the n_j are unit vectors and R is the same for all. On the cubic axes the directions are:

- octahedron, N = 6: (±1,0,0) and permutations
- cube, N = 8: (±1,±1,±1)/√3
- tetrahedron, N = 4: (1,1,1), (1,−1,−1), (−1,1,−1), (−1,−1,1), each over √3
- cuboctahedron, N = 12: (±1,±1,0)/√2 and permutations

In atomic units the electron's energy in the field of the charges is V = Σ_j Z/|r − R n_j|, positive because like charges repel. Treat V in first order within the d shell. Call z² and x²−y² the e orbitals, call xy, yz and zx the t2 orbitals, and define, sign included,

10Dq = E_e − E_t2.

For equal Z and R, find Dq of the tetrahedron, cube and cuboctahedron relative to the octahedron.

**A tempting solution**

V is a sum over charges of equal size at equal distance, so each charge seems to push equally hard and |Dq| should be proportional to N. The sign comes from where the lobes point. In the octahedron the charges lie on the axes, along the e lobes, so e is raised and Dq > 0. In the other three sets they lie off the axes, nearer the t2 lobes, so Dq < 0. The ratios would be −4/6, −8/6 and −12/6. The cuboctahedron would split most, which looks right because its charges sit exactly on the t2 lobes.

**The fault**

Superposition holds, but equal charges in different directions do not contribute equally to a difference of orbital energies. Write each orbital as (u/r) f/√(4π), where x, y, z now denote the components of the unit vector r̂ and ⟨…⟩ is the average over the sphere. The functions with ⟨f²⟩ = 1 (verified below) are

f₁ = (√5/2)(2z² − x² − y²),  f₂ = (√15/2)(x² − y²),  √15 xy,  √15 yz,  √15 zx.

Let s = x⁴ + y⁴ + z⁴ and p = x²y² + y²z² + z²x². Squaring x² + y² + z² = 1 gives s + 2p = 1. Expanding the squares,

f₁² + f₂² = (5/4)[4s − 4z²x² − 4y²z² + (2 − 6)x²y²] = 5(s − p).

The mean e density is therefore (5/2)(s − p) = (5/4)(3s − 1), and the mean t2 density is 15p/3 = (5/2)(1 − s). Their difference is

(15s − 5 − 10 + 10s)/4 = (25/4) K,  with K = s − 3/5.

A charge separates e from t2 only through this density difference, which varies with direction in size as well as sign. Along ⟨100⟩, s = 1 and K = 2/5. Along ⟨111⟩, s = 3/9 and K = −4/15. Along ⟨110⟩, s = 2/4 and K = −1/10. A charge at (1,1,0)/√2 does sit on a lobe of xy, but yz and zx vanish there and the ring of z² does not, so the difference of the means is small. Counting charges is right for the common shift of all five levels; for the size of the splitting it holds only between sets whose average K per charge has the same size, as when all their charges share one K.

**The multipole expansion**

Let c = r̂·n_j, let r_< and r_> be the smaller and larger of r and R, and put t = r_</r_>. Then

1/|r − R n_j| = (1/r_>)(1 − w)^(−1/2),  w = 2ct − t².

For small t, where |w| < 1, the binomial series is 1 + w/2 + 3w²/8 + 5w³/16 + 35w⁴/128 + …, and the coefficient of t^k defines the Legendre polynomial P_k(c), of degree k and parity (−1)^k. The series in w itself diverges where |w| > 1, but regrouped in powers of t it converges for all t < 1, because 1 − w = 1 − 2ct + t² has its zeros at |t| = 1. Collecting powers of t,

P₂ = −1/2 + (3/8)(4c²) = (3c² − 1)/2,

P₃ = (3/8)(−4c) + (5/16)(8c³) = (5c³ − 3c)/2,

P₄ = 3/8 − (5/16)(12c²) + (35/128)(16c⁴) = (35c⁴ − 30c² + 3)/8.

Because R is common, the radial factor leaves the sum over charges:

V = Z Σ_k (r_<^k / r_>^(k+1)) W_k(r̂),  W_k = Σ_j P_k(r̂·n_j).

A matrix element then factorizes:

V_ab = Z Σ_k G_k ⟨f_a W_k f_b⟩,  G_k = ∫ u² (r_<^k / r_>^(k+1)) dr.

Few k survive. For r < R the function 1/|r − R n| obeys Laplace's equation, so each homogeneous piece g_k = r^k P_k does too. Green's theorem on the unit ball gives 0 = ∫(g_k∇²g_l − g_l∇²g_k) dV = 4π(l − k)⟨P_k P_l⟩, since the radial derivative of g_l at r = 1 is l P_l. Hence P_k is orthogonal to every P_l with l ≠ k, and so to every polynomial in c of degree below k. A product f_a f_b is homogeneous of degree 4, also in axes x′, y′, z′ with z′ along n_j. Averaging over the azimuth about n_j removes terms odd in x′ or y′. What is left has the form (1 − c²)^m c^(4−2m), even in c and of degree 4 at most. Odd k drop by parity and k > 4 by orthogonality, leaving k = 0, 2, 4.

**The sums over charges**

For k = 0, W₀ = N, and all five levels shift by N Z G₀.

For k = 2 and 4 we need moments of the n_j. All four sets are unchanged by permuting the axes. The octahedron, cube and cuboctahedron are also unchanged by reversing one axis, so any moment with an odd power of a component vanishes. In the tetrahedron every n_a² = 1/3, so Σn_x³n_y and Σn_z²n_xn_y both equal (1/3)Σn_xn_y, and Σn_xn_y = (1 − 1 − 1 + 1)/3 = 0; the other pairs follow by permutation.

Thus Σ_j(r̂·n_j)² = (x² + y² + z²)Σn_x² = N/3, and W₂ = (3·N/3 − N)/2 = 0.

With A = Σn_x⁴ and B = Σn_x²n_y², the multinomial expansion gives

Σ_j(r̂·n_j)⁴ = A s + 6B p = (A − 3B)s + 3B.

Summing 1 = |n_j|⁴ over j gives N = 3A + 6B. Then

8W₄ = 35(A − 3B)s + 105B − 10N + 3N.

The constant is 105B − 7N = 105B − 21A − 42B = −21(A − 3B) = −(3/5)·35(A − 3B). Therefore

W₄ = (35/8)(A − 3B) K(r̂).

All four sets give the same angular function K and differ only in the factor A − 3B.

**Matrix elements of K**

Integration by parts gives ∫x^(2a) e^(−x²/2) dx = (2a−1)!! √(2π) over the whole line. Integrate a monomial of degree 2n = 2a + 2b + 2c times e^(−r²/2) over all space. In Cartesian coordinates the result is (2a−1)!!(2b−1)!!(2c−1)!!(2π)^(3/2). In spherical coordinates it is 4π times the sphere average times ∫₀^∞ r^(2n+2)e^(−r²/2) dr = (1/2)(2n+1)!!√(2π). Since 2π√(2π) = (2π)^(3/2),

⟨x^(2a) y^(2b) z^(2c)⟩ = (2a−1)!!(2b−1)!!(2c−1)!!/(2n+1)!!.

For n = 2 this gives ⟨x⁴⟩ = 3/15 and ⟨x²y²⟩ = 1/15. Then ⟨15x²y²⟩ = 1, ⟨f₂²⟩ = (15/4)(3 + 3 − 2)/15 = 1 and ⟨f₁²⟩ = (5/4)(12 + 3 + 3 − 4 − 4 + 2)/15 = 1, as claimed.

For n = 4 the denominator is 945 and the numerators are 105 for x⁸, 15 for x⁶y², 9 for x⁴y⁴ and 3 for x⁴y²z². For xy,

⟨15x²y² s⟩ = 15(15 + 15 + 3)/945 = 11/21,  ⟨K⟩_t2 = 11/21 − 3/5 = −8/105.

For f₂, with (x² − y²)² = x⁴ + y⁴ − 2x²y²,

⟨f₂² s⟩ = (15/4)[2(105 + 9 + 9) − 2(15 + 15 + 3)]/945 = (15/4)(180/945) = 5/7,  ⟨K⟩_e = 5/7 − 3/5 = 4/35.

The off-diagonal elements vanish. K is even in each coordinate, while the product of a t2 function with any of the other four is odd in at least one, and f₁f₂ changes sign under x ↔ y while K does not. K is unchanged by x → y → z → x, which permutes xy, yz and zx, so these share one value. The same permutation turns f₂ into (√15/2)(y² − z²) = −(1/2)f₂ − (√3/2)f₁. Writing K₁ and K₂ for the diagonal values, K₂ = K₂/4 + 3K₁/4, so K₁ = K₂.

**Result**

The difference is 4/35 + 8/105 = 20/105 = 4/21, so

10Dq = Z G₄ (35/8)(4/21)(A − 3B) = (5/6)(A − 3B) Z G₄.

Because 4/35 = 12/105 is 6/10 of 20/105 and 8/105 is 4/10 of it,

E_e = N Z G₀ + 6Dq,  E_t2 = N Z G₀ − 4Dq.

The moments are counted directly. Octahedron: two directions have n_x² = 1, so A = 2, B = 0, A − 3B = 2. Tetrahedron: A = B = 4·(1/9), A − 3B = −8/9. Cube: A = B = 8/9, A − 3B = −16/9. Cuboctahedron: eight directions have n_x⁴ = 1/4 and four have n_x²n_y² = 1/4, so A = 2, B = 1, A − 3B = −1. Dividing by 2,

Dq/Dq_oct = −4/9 (tetrahedron), −8/9 (cube), −1/2 (cuboctahedron).

G₄ cancels, so the ratios hold for any u(r), including one that reaches beyond the charges.

The weights that the counting argument missed now appear. With s_j = s(n_j), permutation symmetry gives A = Σs_j/3 and 3B = Σ(1 − s_j)/2, so

A − 3B = Σ_j(5s_j/6 − 1/2) = (5/6) Σ_j K(n_j).

Each charge counts with weight K(n_j). The cuboctahedron gives 12(−1/10)/(6·2/5) = −1/2: twice the charges, each a quarter as effective and of opposite sign. The counting argument had the signs right. It also had cube/tetrahedron = 2 right, because the cube is a tetrahedron plus its inverse, and P_k(−c) = P_k(c) for even k gives the two halves equal d blocks.

A second check evaluates W₄ on the z axis, where it should equal (35/8)(2/5)(A − 3B) = (7/4)(A − 3B). P₄ equals 1, 3/8, −7/18 and −13/32 at cos² = 1, 0, 1/3 and 1/2, and is negative between its zeros at 30.56° and 70.12°. The octahedron gives 2 + 4(3/8) = 7/2, the tetrahedron 4(−7/18) = −14/9, the cube −28/9, and the cuboctahedron 4(3/8) + 8(−13/32) = −7/4, in agreement.

**Worked example**

Take round model parameters: Z = 2, R = 4 bohr and a Slater 3d function u² = a⁷r⁶e^(−ar)/720, a = 2ζ, ζ = 2 bohr⁻¹, so aR = 16. Repeated integration by parts gives ∫₀^∞ r^m e^(−ar) dr = m!/a^(m+1), of which the fraction inside R is P(m+1, aR) = 1 − e^(−aR) Σ_{i=0..m} (aR)^i/i!. Then

⟨r⁴⟩ = 10!/(720a⁴) = 5040/256 = 19.6875 bohr⁴,  ⟨r⁴⟩/R⁵ = 0.019226 bohr⁻¹.

The part of G₄ from r < R is (⟨r⁴⟩/R⁵) P(11,16) = 0.019226 × 0.922604 = 0.017738 bohr⁻¹. The part from r > R, using ∫_R^∞ r e^(−ar) dr = (1 + aR)e^(−aR)/a², is

R⁴a⁵(1 + aR)e^(−aR)/720 = 256 × 1024 × 17 × e^(−16)/720 = 0.000697 bohr⁻¹.

So G₄ = 0.018435 bohr⁻¹. In the same way, with 5!/720 = 1/6,

G₀ = P(7,16)/R + (a/6)[1 − P(6,16)] = 0.995994/4 + (4/6)(0.001384) = 0.249921 bohr⁻¹.

For the octahedron, 10Dq = (5/6)(2)(2)(0.018435) = 0.06145 hartree = 13486 cm⁻¹. The shift is 6 × 2 × 0.249921 = 2.99905 hartree, with E_e = 3.03592 and E_t2 = 2.97447 hartree. Multiplying by the ratios gives 10Dq = −0.02731 hartree (−5994 cm⁻¹) for the tetrahedron, −0.05462 hartree (−11988 cm⁻¹) for the cube and −0.03072 hartree (−6743 cm⁻¹) for the cuboctahedron. The shifts, 1.99937, 3.99874 and 5.99810 hartree, follow N. The digits serve to check the arithmetic; the model describes no particular compound. The orbital is more diffuse than the 3d orbital of a real d¹ ion such as Ti³⁺, for which Hartree–Fock gives ⟨r⁴⟩ = 7.3 to 7.5 bohr⁴, depending on the basis, and an octahedral 10Dq of only about 5100 cm⁻¹ at the same Z and R. The size 13486 cm⁻¹ therefore says nothing about how well point charges reproduce measured splittings. The numerical check tests these levels against the unexpanded Coulomb matrix obtained by quadrature, also with the charges rotated away from the axes.

If u vanished beyond R, G₄ would be ⟨r⁴⟩/R⁵ and Dq_oct = (2/12)Z⟨r⁴⟩/R⁵ = Z⟨r⁴⟩/(6R⁵). Here that estimate gives 10Dq = 0.06409 hartree (14065 cm⁻¹), and the full value is 0.9588 of it, 4% below the estimate. The direction is general: r_<⁴/r_>⁵ = (r⁴/R⁵) min(1, (R/r)⁹), so G₄ never exceeds ⟨r⁴⟩/R⁵, and the fraction G₄R⁵/⟨r⁴⟩ rises toward 1 as R grows. At R = 10 bohr it is 1.0000000.

**Where the ratios stop holding**

Unequal distances. For a set at R′ the ratio is multiplied by G₄(R′)/G₄(R). A tetrahedron at 3.6 bohr has G₄ = 0.029705 bohr⁻¹, so its ratio to the octahedron at 4 bohr is −(4/9)(0.029705/0.018435) = −0.7162, with 10Dq = −9658 cm⁻¹. The pure R⁻⁵ law gives −0.7527, larger in size, because the fraction G₄R⁵/⟨r⁴⟩ is smaller at the shorter distance.

Beyond first order. The tetrahedron lacks inversion symmetry and has an odd term. Σn_x = 0, so W₁ = 0, and the moments Σn_x³ and Σn_x²n_y vanish with it. Each direction has n_xn_yn_z = 1/(3√3), so

W₃ = (5/2)(6xyz)(4/(3√3)) = (20/√3) xyz.

It has no d–d elements, but it couples p_z, with angular function √3 z, to d_xy:

⟨p_z|V|d_xy⟩ = Z G₃ (20/√3) √3 √15 ⟨x²y²z²⟩ = Z G₃ · 20√15/105,

where G₃ contains the product of the p and d radial functions. For a Slater 2p function with the same ζ, G₃ = 0.018548 bohr⁻¹ and the element is 0.02737 hartree. A p level lying Δ above t2 lowers t2 by about the square of this element over Δ in second order, an estimate valid when Δ is large compared with the element. The ratio −4/9 survives only if this lowering is small compared with the tetrahedral |10Dq|, that is, if Δ is large compared with (element)²/|10Dq|. Here that is 0.02737²/0.02731 = 0.0274 hartree, close to the element itself only because the element and |10Dq| happen to be nearly equal for these parameters. In the three sets with inversion symmetry the p–d elements are zero. That removes only one second-order channel: in all four sets the even terms couple the d shell to higher states of even l, and in the tetrahedron the odd terms also couple it to f and h states, so a large Δ is necessary but not sufficient for −4/9. For a hydrogenic ion of charge 6, whose 3d function is the Slater function above, the second-order terms with l = 2 to 6 alone change |10Dq| by roughly −14% (octahedron), −28% (tetrahedron), −3% (cube) and +10% (cuboctahedron), so none of the three ratios is exact beyond first order.

f shells. A product of two f functions has degree 6, so k = 6 survives. The W₄ ratios carry over, but the symbolic expansion in the program finds W₆ proportional to its octahedral form with ratios 32/27, 64/27 and −13/4, so the octahedral f-shell pattern does not rescale by one number into those of the other three sets; only cube and tetrahedron remain related by a single factor, 2.

The model itself. Point charges have no orbitals, so covalent mixing with the ligands is absent, and the ratios derived here refer to the electrostatic, one-electron, first-order splitting.

Calculated quantities

```
geometry: N, A, B, A-3B, W4(z), K(n), rank-4 ratio, rank-6 ratio (pure numbers)
oct: 6, 2, 0, 2, 7/2, 2/5, 1, 1
tet: 4, 4/9, 4/9, -8/9, -14/9, -4/15, -4/9, 32/27
cube: 8, 8/9, 8/9, -16/9, -28/9, -4/15, -8/9, 64/27
cubo: 12, 2, 1, -1, -7/4, -1/10, -1/2, -13/4
r^3 W3 (tet) = 20*sqrt(3)*x*y*z/3
P4 at cos^2 = 0: 3/8
P4 at cos^2 = 1/3: -7/18
P4 at cos^2 = 1/2: -13/32
P4 at cos^2 = 1: 1
zeros of P4: 30.56 deg, 70.12 deg
<K>_e = 4/35, <K>_t2 = -8/105, difference = 4/21
Z = 2, R = 4 bohr, zeta = 2 1/bohr, aR = 16
1 hartree = 219474.63 cm^-1
<r^4> = 19.6875 bohr^4, <r^4>/R^5 = 0.019226 1/bohr
P(11,aR) = 0.922604, P(7,aR) = 0.995994, 1-P(6,aR) = 0.001384
G4 inner = 0.017738, outer = 0.000697, G4 = 0.018435 1/bohr
G4/(<r^4>/R^5) = 0.9588, G0 = 0.249921 1/bohr
oct: shift = 2.999052, E_e = 3.035921, E_t2 = 2.974473 hartree
oct: 10Dq formula = 0.061449, quadrature = 0.061449 hartree = 13486 cm^-1, ratio = 1.000000
tet: shift = 1.999368, E_e = 1.982982, E_t2 = 2.010292 hartree
tet: 10Dq formula = -0.027311, quadrature = -0.027311 hartree = -5994 cm^-1, ratio = -0.444444
cube: shift = 3.998736, E_e = 3.965964, E_t2 = 4.020585 hartree
cube: 10Dq formula = -0.054621, quadrature = -0.054621 hartree = -11988 cm^-1, ratio = -0.888889
cubo: shift = 5.998104, E_e = 5.979670, E_t2 = 6.010394 hartree
cubo: 10Dq formula = -0.030724, quadrature = -0.030724 hartree = -6743 cm^-1, ratio = -0.500000
oct, r<R estimate: 10Dq = 0.064087 hartree = 14065 cm^-1
tet: G3(p,d) = 0.018548 1/bohr, <pz|V|dxy> = 0.027366 hartree
oct at R = 10 bohr: quadrature/(r<R estimate) = 1.0000000
tet at R = 3.6 bohr: G4 = 0.029705 1/bohr, 10Dq = -0.044007 hartree = -9658 cm^-1
its ratio to oct at 4 bohr = -0.7162, R^-5 estimate = -0.7527
```
